Coulomb-blockade peak shapes for a single level and a metallic island

**1. Situation and result**

A small conducting region is joined to two leads by weakly transmitting tunnel barriers, and a gate shifts its electrostatic potential. At low temperature its conductance is a row of peaks, one for each gate voltage at which an added electron costs no energy. When the broadening of the levels by tunnelling is far below kT, the peaks are broadened by temperature, and their shape depends on whether one quantum level or many levels lie within the thermal energy kT. Anyone who fits such peaks, to read off a temperature or a tunnel rate, needs to know which shape applies.

Let δ be the energy needed to add the next electron, measured from the Fermi energy μ of the leads, and let x = δ/kT. Let Γ_L and Γ_R be the tunnel rates between one level and the left and right lead, and

γ = Γ_L Γ_R/(Γ_L + Γ_R).

Let ΔE be the level spacing, ρ = 1/ΔE the density of states with spin included, and e²/C the charging energy. The two limits are:

One nondegenerate level, ħ(Γ_L + Γ_R) ≪ kT ≪ ΔE, e²/C:

G = (e²γ/4kT) / cosh²(x/2),  FWHM = 3.53 kT.  (A)

Metallic island, ΔE ≪ kT ≪ e²/C, with level-independent rates and lead conductances far below e²/h:

G = (e²ργ/2) x/sinh x,  FWHM = 4.35 kT.  (B)

FWHM is the full width at half maximum. The height in (A) falls as 1/T; the height in (B) does not depend on T. Section 5 compares (B) with a cosh⁻² fitting function, whose width is slightly larger, 4.41 kT.

The widths are energies. If the gate voltage V_g moves δ at the rate dδ/dV_g = −eα, with α the lever arm, the width in gate voltage is FWHM/(eα).

The symbols e, ħ and k are kept throughout. The model is sequential tunnelling: each electron enters or leaves in a separate, energy-conserving event, at a rate of lowest order in the tunnel coupling. Cotunnelling, in which two tunnel events combine through a virtual charge state, is left out. The formulas therefore describe the peaks and not the deep valleys between them.

**2. The linear-response formula**

A configuration n lists the occupations n_p = 0 or 1 of levels with energies E_p. Its electron number is N, and its energy is Σ E_p n_p + U(N), where the electrostatic energy U depends on N alone. Adding an electron to the empty level p costs, measured from μ,

ε = E_p + U(N+1) − U(N) − μ.

Write f(ε) = 1/(1 + e^(ε/kT)). Let lead a (a = L or R) have its chemical potential at μ + v_a, with v_L − v_R = eV. An electron enters level p from this lead at the rate Γ_a(p) f(ε − v_a), because the lead state must be filled. It leaves at the rate Γ_a(p)[1 − f(ε − v_a)], because the lead state must be empty.

Consider two configurations that differ only in n_p, with probabilities P⁰ for n_p = 0 and P¹ for n_p = 1. The net flow from lead a into the level is

J_a = Γ_a(p) { P⁰ f(ε − v_a) − P¹ [1 − f(ε − v_a)] }.  (1)

In equilibrium the two probabilities, written p⁰ and p¹, have the ratio p¹/p⁰ = e^(−ε/kT) = f/(1 − f). Hence

p¹(1 − f) = p⁰ f,  (2)

and every flow vanishes. For a small bias write P = P_eq(1 + Ψ), with Ψ of first order in v_a. Since df/dε = −f(1 − f)/kT,

f(ε − v_a) ≈ f + f(1 − f) v_a/kT.

The first-order part of (1) is then

J_a = Γ_a(p) [ p⁰ f Ψ⁰ − p¹(1 − f) Ψ¹ + (p⁰ + p¹) f(1 − f) v_a/kT ].

By (2), the second term equals −p⁰ f Ψ¹. In the last term,

(p⁰ + p¹) f(1 − f) = f [p⁰(1 − f) + p¹(1 − f)] = f [p⁰(1 − f) + p⁰ f] = p⁰ f.

All terms share the factor p⁰ f:

J_a = Γ_a(p) p⁰ f [ v_a/kT − (Ψ¹ − Ψ⁰) ].  (3)

In the steady state the total flow into each configuration is zero. This is satisfied if J_L + J_R = 0 for each pair separately, which requires

Ψ¹ − Ψ⁰ = [Γ_L(p) v_L + Γ_R(p) v_R] / {kT [Γ_L(p) + Γ_R(p)]} ≡ ψ_p.  (4)

The right side depends on p but not on the occupations of the other levels. The conditions are therefore compatible, and Ψ = constant + Σ n_p ψ_p satisfies them all; the constant is fixed by normalization. Because tunnelling connects all configurations, the steady state is unique, so this is the solution.

Inserting (4) into (3) for the left lead gives

v_L − (Γ_L v_L + Γ_R v_R)/(Γ_L + Γ_R) = Γ_R (v_L − v_R)/(Γ_L + Γ_R),

so that J_L = γ_p p⁰ f eV/kT. Multiplying by e, summing over all pairs and dividing by V,

G = (e²/kT) Σ_p γ_p Σ_(n: n_p=0) P_eq(n) f(ε).  (5)

Each term is the equilibrium rate of filling an empty level, weighted by the series combination γ_p of its two barriers.

Relaxation inside the dot moves electrons between levels p and q at fixed N. If it obeys detailed balance, its first-order flow is proportional to ψ_p − ψ_q. This vanishes when Γ_L/Γ_R is the same for all levels, and (5) then holds with relaxation too. When the ratios differ, relaxation can open a better path: in through a level well coupled to the left, out through one well coupled to the right. This path competes with the series rates γ_p, which can be much smaller than Γ_L + Γ_R, so for levels coupled to opposite leads in this way (5) requires relaxation much slower than the γ_p. Different ratios alone do not impose this condition: if the same barrier limits every level, all ψ_p lie close to the value v_a/kT of the well-coupled lead, their differences are small, and even fast relaxation changes G little.

**3. One level**

When kT is far below ΔE and e²/C, two configurations matter near a peak: the active level is empty or filled, and all other occupations are frozen. Here ε = δ, and the probability that the level is empty is

1/(1 + e^(−x)) = 1 − f(δ).

The sum in (5) reduces to one term:

f(1 − f) = 1/[(1 + e^x)(1 + e^(−x))] = 1/(2 + e^x + e^(−x)) = 1/[4 cosh²(x/2)].

This gives (A). At half maximum cosh(x/2) = √2, so x/2 = ln(√2 + 1). The full width is twice this x:

FWHM = 4 ln(1 + √2) kT = 3.5255 kT.

The integral of f(1 − f) over x is 1, so the area of the peak over δ is e²γ at any temperature within the regime. Since this area is fixed and the width grows as T, the height must fall as 1/T.

**Finite level width.** For a single level of noninteracting, spinless electrons the Landauer formula includes the broadening:

G = (e²/h) ∫ dE [f(1 − f)/kT] ħ²Γ_LΓ_R / {(E − δ)² + [ħ(Γ_L + Γ_R)/2]²},

with f = f(E). The Lorentzian has area ħ²Γ_LΓ_R · 2π/[ħ(Γ_L + Γ_R)] = 2πħγ. If it is much narrower than kT, the thermal factor can be taken at E = δ, and G = (e²/h)(2πħγ) f(1 − f)/kT = e²γ f(1 − f)/kT, which is (A) again. A broader level averages the thermal factor over energies away from its maximum, which lowers the peak.

**Spin degeneracy.** Result (A) needs a level whose spin partner is split off by much more than kT. Suppose instead that both spin states have the same energy and rates, and that e²/C forbids double occupation. For the first electron entering the pair, the empty probability is 1/(1 + 2e^(−x)), and (5) has two equal terms:

G = (2e²γ/kT) / [(1 + 2e^(−x))(1 + e^x)] = (2e²γ/kT) / (e^x + 3 + 2e^(−x)).

Put x = y + ½ ln 2. Then e^x = √2 e^y and 2e^(−x) = √2 e^(−y), so the last denominator is 3 + 2√2 cosh y. The maximum is at y = 0, that is at δ = 0.347 kT, with height 2/(3 + 2√2) = 0.343 in units of e²γ/kT, in place of 0.25. At half maximum

3 + 2√2 cosh y = 6 + 4√2,  cosh y = 2 + 3/(2√2),

and FWHM = 2 arccosh[2 + 3/(2√2)] kT = 3.57 kT. The height still falls as 1/T. The width is nearly that of (A), so the width alone hardly reveals the degeneracy; the temperature-dependent position does, and so does the height if γ is known independently.

**4. Metallic island**

Now many levels lie within kT, but e²/C ≫ kT still restricts the island to two electron numbers, N₀ and N₀+1. Let F(N) be the free energy of N electrons in the levels, without U, and let μ_i = F(N₀+1) − F(N₀). The addition energy is now a free-energy difference,

δ = μ_i + U(N₀+1) − U(N₀) − μ.

The two charge states have the probability ratio e^(−x), so P(N₀) = 1/(1 + e^(−x)). With E = E_p − μ_i, filling level p costs ε = E + δ. To leading order in ΔE/kT, the level is empty with probability 1 − f(E) when the island holds N₀ electrons. Replacing the sum over levels by an integral turns (5) into

G = (e²γρ/kT) P(N₀) I,  I = ∫ f(E + δ)[1 − f(E)] dE.

Set u = e^(E/kT) and a = e^x. Then dE = kT du/u, 1 − f(E) = u/(1 + u) and f(E + δ) = 1/(1 + au), so

I = kT ∫₀^∞ du / [(1 + u)(1 + au)].

The integrand equals [a/(1 + au) − 1/(1 + u)]/(a − 1), and therefore

I = [kT/(a − 1)] ln[(1 + au)/(1 + u)], taken from u = 0 to ∞,
 = kT ln a/(a − 1) = δ/(e^x − 1).

Multiplying by P(N₀) gives the denominator

(e^x − 1)(1 + e^(−x)) = e^x − e^(−x) = 2 sinh x,

and hence (B). At the peak I = kT: the number of levels that take part grows in proportion to T and cancels the factor 1/T of each one.

**The factor one half.** A bias v across junction a alone drives the particle current Γ_a ρ ∫[f(E − v) − f(E)]dE = Γ_a ρ v, so the junction conductance is G_a = e²ρΓ_a. The two junctions in series have G_L G_R/(G_L + G_R) = e²ργ, twice the peak height in (B). Without charging energy the levels fill independently, and (5) gives (e²γρ/kT) ∫ f(1 − f) dE = e²γρ, the full series value. With blockade, the island at the peak can accept an electron half of the time, when it holds N₀ electrons. The plateau at half the series value thus requires kT ≪ e²/C as well as kT ≫ ΔE; once kT is no longer small against e²/C, further charge states take part and the height leaves the plateau, already well below kT = e²/C, approaching the full series value for kT ≫ e²/C.

**5. Width of the metallic peak and a cosh⁻² fit**

The half maximum of (B) satisfies sinh x = 2x. Numerical root finding gives a full width of 4.3546 kT. A convenient approximation to x/sinh x is 1/cosh²(x/2.5), whose width is 5 ln(1 + √2) kT = 4.407 kT. On a fine grid up to x = 20 the two curves differ by at most 0.008 of the peak height. In the tails, however, x/sinh x tends to 2x e^(−x) and the fit to 4e^(−0.8x), so the ratio of x/sinh x to the fit goes as (x/2) e^(−0.2x) and falls to zero. Data on a logarithmic scale should be fitted with x/sinh x itself.

The choice between (A) and (B) matters for thermometry. Reading a metallic peak's width with the one-level factor overestimates T by 4.3546/3.5255 = 1.24, or 24 %.

**6. How the plateau is approached**

For equally spaced levels the leading correction to the height in (B) can be found. Place the levels symmetrically about E = 0, with N₀ chosen so that the middle level is the next to fill; by symmetry μ_i = 0. Start from independent levels with occupations f_p = f(E_p). Their total number has mean N₀ + ½ and variance

σ² = Σ f_p(1 − f_p) ≈ kT/ΔE.

Fixing the number at N₀ changes the probability that level p is empty from 1 − f_p to (1 − f_p) Q_p(N₀)/Q(N₀). Here Q is the number distribution of all levels and Q_p that of all levels except p. For large σ² both are nearly Gaussian. Q_p has mean N₀ + ½ − f_p and variance σ² − f_p(1 − f_p), so to order 1/σ²

ln(Q_p/Q) = [1/4 − (½ − f_p)²]/(2σ²) + f_p(1 − f_p)/(2σ²) = f_p(1 − f_p)/σ².

The first term comes from the shifted mean and the second from the reduced variance; departures from Gaussian form enter the ratio at higher order, as follows. Let z be the distance of N₀ from the mean in units of σ, so that z is of order 1/σ. A third cumulant κ₃ changes ln Q by about −κ₃z/(2σ³); κ₃ vanishes for Q by symmetry and is of order 1 for Q_p, so this term is of order 1/σ⁴. A fourth cumulant κ₄ changes ln Q by about κ₄/(8σ⁴). For Q, κ₄ = Σ f_p(1 − f_p)[1 − 6f_p(1 − f_p)] ≈ (kT/ΔE) ∫₀¹ [1 − 6f(1 − f)] df = 0. Removing one level changes κ₄ only by order 1 (to 1/8 for the middle level), so this term too is of order 1/σ⁴. At δ = 0 the integral I gains the term

(1/σ²) ∫ f²(1 − f)² dE = (kT/σ²) ∫₀¹ f(1 − f) df = kT/(6σ²),

where dE = −kT df/[f(1 − f)] was used. The height becomes

G_max = (e²ργ/2) [1 + ΔE/(6kT) + …].  (6)

**7. Evaluating the sum at any kT/ΔE**

Formula (5) can be summed numerically without listing configurations. Take M = 2K+1 levels E_p = −KΔE, …, KΔE with common rates, and N = K + n electrons. The steps are:

1. Form the product over p of (1 − f_p + f_p z) at M+2 equally spaced points z on the unit circle. A discrete Fourier transform gives the number distribution Q(n). The odd number of points avoids z = −1, where the factor of the middle level vanishes.
2. For each p, replace its factor by 1 − f_p and transform again. This gives A_p(n), the joint probability that level p is empty and the number is K + n.
3. With w(n) = exp{−[nδ + (e²/C) n(n − 1)/2]/kT}, compute

G = (e²γ/kT) Σ_n Σ_p A_p(n) w(n) f(E_p + δ + n e²/C) / Σ_n Q(n) w(n).

The transform gives Q(n) and A_p(n) with an absolute round-off error near 10⁻¹⁶, and w(n) multiplies this error. The steps are therefore reliable only while the largest w(n) times 10⁻¹⁶ is negligible against Σ_n Q(n) w(n). This holds near the peak when e²/C ≫ kT and |δ| is a few kT, but it can fail for weak charging energy or at other peaks. There, Q and A_p should be built by adding one level at a time, which sums only positive terms. For the numbers below, n ran from −25 to 25 and the levels reached at least 25 kT to each side, with K no smaller than 40. Heights came from numerical maximization and widths from root finding.

**8. Worked example**

Two model systems share e²/C = 2000 µeV. The dot has ΔE = 200 µeV, ħΓ_L = 0.1 µeV and ħΓ_R = 0.3 µeV, so ħγ = 0.03/0.4 = 0.075 µeV. The island has ΔE = 1 µeV, ħΓ_L = 0.001 µeV and ħΓ_R = 0.003 µeV, so ħγ = 0.00075 µeV. At 100 mK, kT = 8.617 µeV; at 200 mK it is 17.235 µeV.

**Dot.** Since 1/ħ = 2π/h, (A) gives at 100 mK

G_max = 2π × 0.075/(4 × 8.617) e²/h = 0.01367 e²/h = 530 nS,
FWHM = 3.5255 × 8.617 µeV = 30.4 µeV.

At 200 mK the height is halved to 0.00684 e²/h and the width doubled to 60.8 µeV. The full sum gives the same values to these digits. Numerical integration of the Landauer formula at 100 mK gives 0.01350 e²/h, about 1.2 % below (A), for a level width ħ(Γ_L + Γ_R) of 0.4 µeV.

**Island.** The junction conductances are 2π × 0.001 = 0.0063 and 2π × 0.003 = 0.0188 e²/h, both small as required. In series they give 0.00471 e²/h, and half of this is the predicted height, 0.002356 e²/h. The full sum gives:

100 mK: height 0.002402 e²/h (93 nS), FWHM 37.4 µeV
200 mK: height 0.002379 e²/h (92 nS), FWHM 75.0 µeV

Doubling T changes the height by about 1 %. The excess over (B) at 200 mK is 0.97 %, and the correction in (6) is 1/(6 × 17.235) = 0.97 %. The widths from (B) are 37.5 and 75.1 µeV.

**Crossover.** The heights of (A) and (B) are equal when ΔE/(4kT) = 1/2, that is at kT = ΔE/2. The full sum, with e²/C set to 60 times the larger of kT and ΔE, gives:

kT/ΔE | height/(e²γ/ΔE) | FWHM/kT
0.1 | 2.500 | 3.53
0.2 | 1.275 | 3.60
0.5 | 0.709 | 4.13
1.0 | 0.593 | 4.26
2.0 | 0.544 | 4.31
5.0 | 0.517 | 4.34

At kT = ΔE/2 the height is 0.709, although each limiting law gives 0.5, so neither should be used there. The width is already closer to the metallic value, while the height is still 42 % above its plateau. For a quantitative fit between kT ≈ 0.2 ΔE and a few ΔE, the sum of section 7 should replace both closed forms. These values hold for equal spacing and equal rates; for irregular levels, (5) must be summed with the actual E_p and γ_p.
